**Variable-range hopping with and without a Coulomb gap**

The program examines the hopping exponent S = 2r/ξ + W/kT, where r is the hop distance, ξ the decay length of the localized states and W the hop energy. Its minimum is (T0/T)^(1/(d+1)) for a flat density of states and (T_ES/T)^(1/2) for a Coulomb gap proportional to |ε|^(d−1), in d = 2 and 3. It asserts that direct minimization with numerically integrated state counts agrees with these formulas, and that inserting the power law |ε|^(d−1) with the derived amplitude into the mean-field gap equation returns, by quadrature, the logarithmic slope d−1. It also asserts that the cost of moving an electron equals the difference of total energies in a two-dimensional Coulomb glass, and that the level count there has a power near 2, against 1 without interaction. Percolation through random two-dimensional networks is asserted to give exponents within 0.06 of 1/3 and 1/2; the output shows 0.338 and 0.515. The network value of kT0·g0·ξ² is 13.0 against 8.6 from the single-hop estimate (g0 is the flat density of states), so the estimate's prefactor is rough. In the three-dimensional example the local exponent rises from 0.257 at 100 K to 0.500 at 0.1 K.

## Numerical verification

```python
"""Variable-range hopping: S = 2 r/xi + W/kT, minimized over the hop.
Result under test: S* = (T0/T)^(1/(d+1)) for a flat density of states g0,
and S* = (T_ES/T)^(1/2) for a Coulomb gap g = A |e|^(d-1), d = 2, 3.
xi: decay length, W: hop energy, kappa: dielectric constant,
V_d: volume of the unit ball. Hartree atomic units; T in kelvin where marked.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.spatial import cKDTree

BALL = {2: np.pi, 3: 4 * np.pi / 3}
KB = constants.k / constants.physical_constants["Hartree energy"][0]
rng = np.random.default_rng(12345)


# ---------- closed formulas ----------
def mott_kT0(d, g0, xi):
    return (d + 1) ** (d + 1) * 2**d / (d**d * BALL[d] * g0 * xi**d)


def gap_amplitude(d, kappa):
    return 2 * (d - 1) * kappa**d / BALL[d]


def es_kT(d, kappa, xi):
    beta = (d / (2 * (d - 1))) ** (1 / d)
    return 8 * beta / (kappa * xi)


# ---------- direct minimization from the state count ----------
def best_hop(dos, d, xi, kT, kink=None):
    """Return S*, r*, W*, with the number of states found by quadrature."""
    def distance(W):
        top = dos(W)
        pts = [kink / W] if kink is not None and kink < W else None
        frac = quad(lambda t: dos(W * t) / top, 0, 1, points=pts,
                    epsabs=0, epsrel=1e-10)[0]
        return (BALL[d] * top * W * frac) ** (-1 / d)

    def exponent(log_w):
        W = kT * np.exp(log_w)
        return 2 * distance(W) / xi + W / kT

    res = minimize_scalar(exponent, bounds=(np.log(0.1), np.log(1000)),
                          method="bounded", options={"xatol": 1e-9})
    W = kT * np.exp(res.x)
    return res.fun, distance(W), W


for d in (2, 3):
    kT = 1e-3
    S, r, W = best_hop(lambda e: 1.0, d, 1.0, kT)
    assert abs(S / (mott_kT0(d, 1.0, 1.0) / kT) ** (1 / (d + 1)) - 1) < 1e-6
    assert abs(W / kT / S - 1 / (d + 1)) < 1e-4
    r_formula = (d / (2 * BALL[d] * kT)) ** (1 / (d + 1))
    assert abs(r / r_formula - 1) < 1e-4
    amp = gap_amplitude(d, 1.0)
    S, r, W = best_hop(lambda e: amp * e ** (d - 1), d, 1.0, kT)
    assert abs(S / np.sqrt(es_kT(d, 1.0, 1.0) / kT) - 1) < 1e-6
    assert abs(W / kT / S - 0.5) < 1e-4
    # exponent for an intermediate power of the density of states
    s = 0.5
    S1 = best_hop(lambda e: e**s, d, 1.0, 1e-3)[0]
    S2 = best_hop(lambda e: e**s, d, 1.0, 2e-3)[0]
    assert abs(np.log(S1 / S2) / np.log(2) - (s + 1) / (s + 1 + d)) < 1e-6

    # mean-field gap equation: logarithmic slope of its right-hand side
    def suppression(e):
        def integrand(u):
            x = np.exp(u)
            return amp * x**d / (e + x) ** d
        return BALL[d] / 2 * quad(integrand, np.log(1e-10), 0, limit=300,
                                  points=[np.log(e)])[0]
    slope = (suppression(1e-5) - suppression(2e-5)) / np.log(2)
    assert abs(slope - (d - 1)) < 1e-3

# ---------- two-dimensional Coulomb glass, kappa = 1, lattice step 1 ----------
side, n_glass = 20, 80
ix, iy = np.divmod(np.arange(side**2), side)
dx = np.abs(ix[:, None] - ix[None, :])
dy = np.abs(iy[:, None] - iy[None, :])
dist = np.hypot(np.minimum(dx, side - dx), np.minimum(dy, side - dy))
np.fill_diagonal(dist, 1.0)
coul = 1 / dist
np.fill_diagonal(coul, 0.0)


def relax(phi):
    """Lower the energy by one-site changes and by one-electron hops."""
    q = np.where(phi < 0, 0.5, -0.5)
    eps = phi + coul @ q
    for _ in range(20000):
        i = np.argmax(eps * q)
        if eps[i] * q[i] > 1e-11:
            eps -= 2 * q[i] * coul[:, i]
            q[i] = -q[i]
            continue
        near = np.abs(eps) < 1.0   # a hop can gain only if e_j - e_i < 1
        occ = np.flatnonzero(near & (q > 0))
        emp = np.flatnonzero(near & (q < 0))
        if occ.size == 0 or emp.size == 0:
            return q, eps
        cost = eps[emp][None, :] - eps[occ][:, None] - coul[np.ix_(occ, emp)]
        a, b = np.unravel_index(np.argmin(cost), cost.shape)
        if cost[a, b] > -1e-11:
            return q, eps
        i, j = occ[a], emp[b]
        q[i], q[j] = -0.5, 0.5
        eps += coul[:, j] - coul[:, i]
    raise RuntimeError("relaxation did not finish")


def total_energy(phi, q):
    return phi @ q + 0.5 * q @ coul @ q


bare_levels, glass_levels = [], []
hop_error = 0.0
for _ in range(n_glass):
    phi = rng.uniform(-1, 1, side**2)
    q, eps = relax(phi)
    i = rng.choice(np.flatnonzero(q > 0))
    j = rng.choice(np.flatnonzero(q < 0))
    moved = q.copy()
    moved[i], moved[j] = -0.5, 0.5
    change = total_energy(phi, moved) - total_energy(phi, q)
    hop_error = max(hop_error, abs(change - (eps[j] - eps[i] - coul[i, j])))
    bare_levels.append(np.abs(phi))
    glass_levels.append(np.abs(eps))
assert hop_error < 1e-9
bare_levels = np.concatenate(bare_levels)
glass_levels = np.concatenate(glass_levels)
windows = np.geomspace(0.1, 0.4, 6)
bare_count = np.array([np.mean(bare_levels < w) for w in windows])
glass_count = np.array([np.mean(glass_levels < w) for w in windows])
bare_power = np.polyfit(np.log(windows), np.log(bare_count), 1)[0]
glass_power = np.polyfit(np.log(windows), np.log(glass_count), 1)[0]
# the integrated count has power 1 for a flat density, 2 for a linear gap;
# small sample and finite energy window allow only a coarse comparison
assert abs(bare_power - 1) < 0.1
assert abs(glass_power - 2) < 0.45
amp_glass = np.mean(glass_levels < 0.25) / 0.25**2
amp_theory = gap_amplitude(2, 1.0)
assert abs(np.log(amp_glass / amp_theory)) < np.log(2.5)

# ---------- percolation in a two-dimensional hopping network, xi = 1 ----------
n_sites, box, n_nets = 6000, 170.0, 10
net_kT = np.array([0.03, 0.015, 0.0075])


def crosses(S, pos, en, kT):
    """Do links with exponent <= S join the two electrodes?"""
    keep = np.abs(en) <= S * kT
    p, e = pos[keep], en[keep]
    n = len(e)
    if n < 2:
        return False
    pairs = cKDTree(p).query_pairs(S / 2, output_type="ndarray")
    i, j = pairs[:, 0], pairs[:, 1]
    r = np.hypot(p[i, 0] - p[j, 0], p[i, 1] - p[j, 1])
    cost = 0.5 * (np.abs(e[i]) + np.abs(e[j]) + np.abs(e[i] - e[j]))
    good = 2 * r + cost / kT <= S
    left = np.flatnonzero(2 * p[:, 0] + np.abs(e) / kT <= S)
    right = np.flatnonzero(2 * (box - p[:, 0]) + np.abs(e) / kT <= S)
    rows = np.concatenate([i[good], left, right])
    cols = np.concatenate([j[good], np.full(left.size, n),
                           np.full(right.size, n + 1)])
    graph = coo_matrix((np.ones(rows.size), (rows, cols)), shape=(n + 2, n + 2))
    label = connected_components(graph, directed=False)[1]
    return label[n] == label[n + 1]


def threshold(pos, en, kT):
    low, high = 8.0, 8.0 * 1.12
    while not crosses(high, pos, en, kT):
        low, high = high, high * 1.12
    for _ in range(6):
        mid = 0.5 * (low + high)
        if crosses(mid, pos, en, kT):
            high = mid
        else:
            low = mid
    return 0.5 * (low + high)


net_S, net_power = {}, {}
for s in (0, 1):
    logs = []
    for _ in range(n_nets):
        pos = rng.uniform(0, box, (n_sites, 2))
        en = rng.uniform(0, 1, n_sites) ** (1 / (s + 1))
        en *= rng.choice([-1.0, 1.0], n_sites)
        logs.append([np.log(threshold(pos, en, t)) for t in net_kT])
    mean_log = np.mean(logs, axis=0)
    net_S[s] = np.exp(mean_log)
    net_power[s] = -np.polyfit(np.log(net_kT), mean_log, 1)[0]
    assert net_S[s][0] * net_kT[0] < 1   # band edge plays no part
# tolerance covers sample scatter and the finite box
assert abs(net_power[0] - 1 / 3) < 0.06
assert abs(net_power[1] - 1 / 2) < 0.06
net_g0 = n_sites / (2 * box**2)
net_const = net_S[0][1] ** 3 * net_g0 * net_kT[1]
est_const = mott_kT0(2, 1.0, 1.0)
assert net_const > est_const

# ---------- worked example in three dimensions ----------
xi, kappa, g0 = 200.0, 12.0, 2e-6
amp = gap_amplitude(3, kappa)
gap = np.sqrt(g0 / amp)
kT0, kTes = mott_kT0(3, g0, xi), es_kT(3, kappa, xi)
T_high, T_low = 20.0, 0.1
S_high = (kT0 / (KB * T_high)) ** 0.25
r_high, W_high = 3 * xi * S_high / 8, KB * T_high * S_high / 4
S_low = np.sqrt(kTes / (KB * T_low))
r_low, W_low = xi * S_low / 4, KB * T_low * S_low / 2
S_wrong = (kT0 / (KB * T_low)) ** 0.25
assert r_high > xi and r_low > xi and W_high > gap > W_low


def joined_dos(e):
    return min(amp * e**2, g0)


table = []
for T in (0.1, 1.0, 3.0, 10.0, 20.0, 100.0):
    S, r, W = best_hop(joined_dos, 3, xi, KB * T, gap)
    up = best_hop(joined_dos, 3, xi, KB * T * 1.01, gap)[0]
    down = best_hop(joined_dos, 3, xi, KB * T / 1.01, gap)[0]
    local = -np.log(up / down) / (2 * np.log(1.01))
    assert abs(local - W / (KB * T * S)) < 1e-3   # envelope theorem
    table.append((T, S, local))
assert abs(table[0][1] / S_low - 1) < 1e-5
assert abs(table[0][2] - 0.5) < 1e-3
assert abs(table[-1][2] - 0.25) < 0.02
assert all(a[2] > b[2] - 1e-4 for a, b in zip(table, table[1:]))

print("EXAMPLE, d = 3")
print(f"decay length xi = {xi:.0f} bohr")
print(f"dielectric constant kappa = {kappa:.0f}")
print(f"flat density g0 = {g0:.1e} states/(hartree bohr^3)")
print(f"gap amplitude A = {amp:.1f} states/(hartree^3 bohr^3)")
print(f"gap half-width Delta = {gap * 1e6:.2f} microhartree")
print(f"k T0 = {kT0:.4f} hartree; T0 = {kT0 / KB:.4e} K")
print(f"k T_ES = {kTes:.4e} hartree; T_ES = {kTes / KB:.1f} K")
for name, T, S, r, W in (("Mott", T_high, S_high, r_high, W_high),
                         ("ES", T_low, S_low, r_low, W_low)):
    print(f"{name} at T = {T:g} K: S* = {S:.2f}")
    print(f"  kT = {KB * T * 1e6:.3f} microhartree")
    print(f"  r* = {r:.0f} bohr, r*/xi = {r / xi:.2f}")
    print(f"  W* = {W * 1e6:.2f} microhartree")
print(f"Mott law misused at {T_low:g} K: S = {S_wrong:.2f}")
print("joined density of states: T (K), S*, local exponent")
for T, S, local in table:
    print(f"  {T:6.1f}  {S:7.2f}  {local:.4f}")
print("COEFFICIENTS")
for d in (2, 3):
    print(f"d={d}: k T0 g0 xi^d = {mott_kT0(d, 1, 1):.3f}")
    print(f"d={d}: k T_ES kappa xi = {es_kT(d, 1, 1):.3f}")
    print(f"d={d}: A/kappa^d = {gap_amplitude(d, 1):.4f}")
print("COULOMB GLASS, d = 2 (lattice step = 1 bohr)")
print(f"samples = {n_glass}, sites per sample = {side**2}")
print(f"fit window = {windows[0]:.1f} to {windows[-1]:.1f} hartree")
print(f"power of level count, no interaction = {bare_power:.3f}")
print(f"power of level count, interaction = {glass_power:.3f}")
print(f"amplitude from count below 0.25 hartree = {amp_glass:.3f}")
print(f"mean-field amplitude = {amp_theory:.3f}")
print(f"largest hop-cost error = {hop_error:.1e} hartree")
print("PERCOLATION, d = 2 (xi = 1, half-band = 1)")
print(f"networks = {n_nets}, sites = {n_sites}, box/xi = {box:.0f}")
print("kT/half-band, S_c flat, S_c linear gap")
for t, a, b in zip(net_kT, net_S[0], net_S[1]):
    print(f"  {t:.4f}  {a:.2f}  {b:.2f}")
print(f"exponent, flat density = {net_power[0]:.3f}")
print(f"exponent, linear gap = {net_power[1]:.3f}")
print(f"k T0 g0 xi^2 from network at middle T = {net_const:.2f}")
print(f"k T0 g0 xi^2 from single-hop estimate = {est_const:.2f}")
print("all assertions hold")
```

Running it gives:

```
EXAMPLE, d = 3
decay length xi = 200 bohr
dielectric constant kappa = 12
flat density g0 = 2.0e-06 states/(hartree bohr^3)
gap amplitude A = 1650.1 states/(hartree^3 bohr^3)
gap half-width Delta = 34.81 microhartree
k T0 = 1.1318 hartree; T0 = 3.5738e+05 K
k T_ES = 3.0285e-03 hartree; T_ES = 956.3 K
Mott at T = 20 K: S* = 11.56
  kT = 63.336 microhartree
  r* = 867 bohr, r*/xi = 4.34
  W* = 183.07 microhartree
ES at T = 0.1 K: S* = 97.79
  kT = 0.317 microhartree
  r* = 4890 bohr, r*/xi = 24.45
  W* = 15.48 microhartree
Mott law misused at 0.1 K: S = 43.48
joined density of states: T (K), S*, local exponent
     0.1    97.79  0.5000
     1.0    31.78  0.4230
     3.0    21.02  0.3372
    10.0    14.48  0.2880
    20.0    11.93  0.2730
   100.0     7.81  0.2570
COEFFICIENTS
d=2: k T0 g0 xi^d = 8.594
d=2: k T_ES kappa xi = 8.000
d=2: A/kappa^d = 0.6366
d=3: k T0 g0 xi^d = 18.108
d=3: k T_ES kappa xi = 7.268
d=3: A/kappa^d = 0.9549
COULOMB GLASS, d = 2 (lattice step = 1 bohr)
samples = 80, sites per sample = 400
fit window = 0.1 to 0.4 hartree
power of level count, no interaction = 0.983
power of level count, interaction = 2.150
amplitude from count below 0.25 hartree = 0.524
mean-field amplitude = 0.637
largest hop-cost error = 4.3e-14 hartree
PERCOLATION, d = 2 (xi = 1, half-band = 1)
networks = 10, sites = 6000, box/xi = 170
kT/half-band, S_c flat, S_c linear gap
  0.0300  16.32  24.74
  0.0150  20.29  35.48
  0.0075  26.08  50.54
exponent, flat density = 0.338
exponent, linear gap = 0.515
k T0 g0 xi^2 from network at middle T = 13.01
k T0 g0 xi^2 from single-hop estimate = 8.59
all assertions hold
```
